# Hartree Saddle Point and RPA Rings from a Density Auxiliary Field

## The question

An electron in a molecule or a crystal feels the charge of all the others. Hartree theory replaces that charge by its average; the random-phase approximation (RPA) adds the response of the charge to its own fluctuations. An auxiliary field gives both a common origin. The interaction is traded for a fluctuating potential acting on independent electrons, and one asks which potential dominates and what small deviations from it contribute.

The dominant static potential is the Hartree potential, and the Gaussian deviations give a sum of rings. The first ring needs care: it contains exchange and a self-interaction, and the RPA correlation begins at the second ring.

## Model and conventions

Take $L$ sites and $N$ identical fermion flavours, with $n_i=\sum_f c^\dagger_{if}c_{if}$ and

$$H-\mu\hat N=\sum_{f,ij}h_{ij}c^\dagger_{if}c_{jf}+\frac1{2N}\sum_{ij}V_{ij}:\!n_in_j\!:$$

The chemical potential is included in $h$, which is real and symmetric. $V$ is real, symmetric and positive definite, the inverse temperature $\beta$ is finite, and $\hbar=1$. Spin-1/2 electrons have $N=2$ and physical interaction $V/2$. The factor $1/N$ keeps the mean potential fixed as $N$ grows, which makes $1/N$ the expansion parameter.

Normal ordering, the colons, removes the action of a particle on itself. Anticommuting the operators gives $:\!n_in_j\!:\,=n_in_j-\delta_{ij}n_i$, so

$$H-\mu\hat N=\hat K+\frac1{2N}nVn,\qquad \hat K=\sum_{f,ij}\Big(h_{ij}-\delta_{ij}\frac{V_{ii}}{2N}\Big)c^\dagger_{if}c_{jf}.$$

The correction to $h$ is smaller than $h$ by $1/N$. I leave it out of the action at first and restore it when the first ring is evaluated.

## The auxiliary field

Divide $\beta$ into $M$ slices of length $\Delta=\beta/M$. By the Trotter formula, $e^{-\beta(H-\mu\hat N)}$ is the limit of $[e^{-\Delta\hat K}e^{-\Delta nVn/2N}]^M$. The $n_i$ commute, so in the second factor they may be treated as numbers. A Gaussian variable with covariance $V/(N\Delta)$ has the characteristic function needed:

$$e^{-\frac{\Delta}{2N}nVn}=C\int d^L\phi\;e^{-\frac{N\Delta}2\phi V^{-1}\phi-i\Delta\,\phi\cdot n},\qquad C=\frac{(N\Delta/2\pi)^{L/2}}{\sqrt{\det V}}.$$

The factor $i$ is there because the interaction is repulsive.

For a given field history the flavours are independent. The exponential of a one-body operator acts on one particle as a matrix, and a product of such exponentials as the product $U$ of the matrices. If $U$ has eigenvalues $\lambda_a$, the trace over $k$-fermion states is the sum of products of $k$ different $\lambda_a$. Summing over $k$ gives $\prod_a(1+\lambda_a)=\det(1+U)$. Hence $Z=\int D\phi\,e^{-Ns[\phi]}$, with

$$s[\phi]=\frac12\int_0^\beta d\tau\,\phi V^{-1}\phi-\ln\det(1+U_\phi),\qquad U_\phi=T\exp\Big[-\int_0^\beta d\tau\,(h+i\phi)\Big].$$

In the matrix $h+i\phi$, $\phi$ stands for the diagonal matrix of its site values. The constants $C$ belong to the measure.

## The static saddle

Changing $\phi_i(\tau)$ inserts $-i\,n_i(\tau)$ into the fermion trace, so $\delta\ln\det(1+U_\phi)/\delta\phi_i(\tau)=-i\,n_i[\phi](\tau)$, where $n_i[\phi]$ is now the mean density of one flavour. Stationarity requires

$$V^{-1}\phi+i\,n[\phi]=0\quad\Longrightarrow\quad i\phi=V\,n[\phi].$$

For a static field let $w=i\phi$ and let $\bar n$ be the density. The orbitals then obey

$$(h+w)u_a=e_au_a,\qquad w_i=\sum_jV_{ij}\bar n_j,\qquad \bar n_i=\sum_af_au_{ia}^2,\qquad f_a=\frac1{e^{\beta e_a}+1}.$$

These are the Hartree equations. The saddle lies at imaginary $\phi=-iV\bar n$, so the potential felt by the electrons is real.

To find the action there, insert $\phi V^{-1}\phi=-\bar nV\bar n$:

$$s_0=\beta\omega_H,\qquad \omega_H=\omega_0[h+w]-\tfrac12\bar nV\bar n,\qquad \omega_0=-\frac1\beta\sum_a\ln(1+e^{-\beta e_a}).$$

The orbital term counts each pair interaction twice; the second term removes the excess.

## Moving the contour

The integral runs over real $\phi$, but the saddle is imaginary. Put $\phi=x-iw$ with real $x$ and $w=V\bar n$. At fixed $M$ the integrand is a Gaussian times a polynomial in exponentials of the fields. It is analytic everywhere and vanishes at large real part, so the contour may be shifted. The exponents become

$$-\frac{N\Delta}2\phi V^{-1}\phi=-\frac{N\Delta}2xV^{-1}x+iN\Delta\,x\cdot\bar n+\frac{N\Delta}2\bar nV\bar n,$$

$$-i\Delta\,\phi\cdot n=-i\Delta\,x\cdot n-\Delta\,w\cdot n.$$

The last term adds the potential $w$ to $h$. Putting both into one exponential changes only the Trotter error, which vanishes with $\Delta$. The same form follows from the identity

$$\frac1{2N}nVn=\frac1{2N}(n-N\bar n)V(n-N\bar n)+w\cdot n-\frac N2\bar nV\bar n,$$

with the Gaussian formula applied to the first term. Thus $x$ couples to the deviation of the density from its mean.

## Expansion to second order

Let $\langle\cdot\rangle$ be the average for one flavour in the static potential $w$, and let $\delta n=n-\langle n\rangle$ for that flavour. The logarithm of an average of exponentials is a cumulant series:

$$\ln\Big\langle T\prod_ke^{-i\Delta x_k\cdot n(\tau_k)}\Big\rangle=-i\Delta\sum_kx_k\cdot\langle n\rangle-\frac{\Delta^2}2\sum_{kl}x_k\Pi(\tau_k-\tau_l)x_l+\dots$$

Here $\Pi_{ij}(\tau)=\langle T\,\delta n_i(\tau)\delta n_j(0)\rangle$. The action contains minus this logarithm, so

$$s=\beta\omega_H+i\Delta\sum_kx_k\cdot(\langle n\rangle-\bar n)+\frac12\Big[\Delta\sum_kx_kV^{-1}x_k+\Delta^2\sum_{kl}x_k\Pi(\tau_k-\tau_l)x_l\Big]+\dots$$

The linear term vanishes when $\bar n$ is the Hartree density, at any $\Delta$. Both quadratic terms are non-negative on this contour.

## The density bubble

In the Hartree orbitals, one flavour has $n_i(\tau)=\sum_{ab}u_{ia}u_{ib}e^{(e_a-e_b)\tau}c_a^\dagger c_b$. Wick's theorem leaves one connected contraction, $\langle c_a^\dagger c_bc_b^\dagger c_a\rangle\to f_a(1-f_b)$. For $0<\tau<\beta$,

$$\Pi_{ij}(\tau)=\sum_{ab}u_{ia}u_{ib}u_{ja}u_{jb}\,f_a(1-f_b)e^{(e_a-e_b)\tau}.$$

Multiply by $e^{i\nu_m\tau}$, with $\nu_m=2\pi m/\beta$, and integrate over $\tau$. Since $e^{i\nu_m\beta}=1$, each term gives

$$\frac{f_a(1-f_b)[e^{\beta(e_a-e_b)}-1]}{i\nu_m+e_a-e_b}=\frac{f_b-f_a}{i\nu_m+e_a-e_b},$$

where $f_ae^{\beta e_a}=1-f_a$ and $(1-f_b)e^{-\beta e_b}=f_b$ were used. The orbital product is symmetric in $a,b$, so average this with the same expression after exchanging $a$ and $b$:

$$\Pi_{ij}(i\nu_m)=\sum_{ab}u_{ia}u_{ib}u_{ja}u_{jb}\frac{(f_a-f_b)(e_b-e_a)}{(e_b-e_a)^2+\nu_m^2}.$$

When $e_a=e_b$, the $\tau$ integral is elementary: the fraction becomes $\beta f_a(1-f_a)$ at $\nu_m=0$ and zero otherwise. All the fractions are non-negative because $f$ decreases with energy, so $\Pi(i\nu_m)$ is a positive semidefinite matrix.

## Why this saddle dominates

Consider $G(w)=\omega_0[h+w]-\frac12wV^{-1}w$ for real static $w$. Its gradient is $\langle n\rangle-V^{-1}w$, which vanishes at a Hartree solution. Its matrix of second derivatives is $-\Pi(0)-V^{-1}$, which is negative definite. Thus $G$ is strictly concave. Since $\omega_0$ grows at most linearly, $G\to-\infty$ in every direction, so it has one maximum. There is one static Hartree solution with real $w$ of this flavour-symmetric form at given $\mu$ and $\beta$. The stationarity equation also has solutions with complex $w$, which this argument does not count; the bound below shows that the real one controls the integral.

Time-dependent fields on the shifted contour do not compete with it. Write the trace for one flavour as $\mathrm{Tr}\prod_kAQ_k$, where $A=e^{-\Delta\hat h_w}$ is positive, $\hat h_w$ is the one-flavour Hartree operator, and $Q_k=e^{-i\Delta x_k\cdot n}$ is unitary. With $\|B\|_M=(\mathrm{Tr}|B|^M)^{1/M}$, Hölder's inequality gives

$$\Big|\mathrm{Tr}\prod_{k=1}^MAQ_k\Big|\le\prod_{k=1}^M\|AQ_k\|_M=\|A\|_M^M=\mathrm{Tr}\,A^M.$$

The right side is the value at $x=0$. The Gaussian factor is smaller for any $x\ne0$, so the modulus of the integrand has its single maximum at the Hartree point. This justifies the saddle-point expansion at large $N$ and fixed $M$. Taking $M\to\infty$ afterwards assumes that the two limits may be exchanged. I do not prove this; the comparison below with exact diagonalization supports it for the example.

## The Gaussian integral

The measure is normalized so that the integral is one when $\Pi$ is absent. With $\Pi$ present, the result is the inverse square root of a ratio of determinants, in which the factors $N\Delta$ cancel. Both matrices depend only on time differences, so a Fourier transform splits them by frequency. As $\Delta\to0$,

$$\prod_m\left[\frac{\det(V^{-1}+\Pi(i\nu_m))}{\det V^{-1}}\right]^{-1/2}=\prod_m\det[1+V\Pi(i\nu_m)]^{-1/2}.$$

Setting this equal to $e^{-\beta\Omega_G}$ gives

$$\Omega_G=\frac1{2\beta}\sum_m\mathrm{tr}\ln[1+V\Pi(i\nu_m)].$$

The sum converges because $\Pi$ falls as $\nu_m^{-2}$. The eigenvalues of $V\Pi$ are those of $V^{1/2}\Pi V^{1/2}$ and hence non-negative, so the logarithm is finite.

If these eigenvalues are below one, the logarithm may be expanded:

$$\Omega_G=\sum_{n\ge1}\Omega_n,\qquad \Omega_n=\frac{(-1)^{n+1}}{2n\beta}\sum_m\mathrm{tr}[V\Pi(i\nu_m)]^n.$$

The trace joins $n$ bubbles by $n$ interaction lines into a closed ring. Its $n$ rotations and two directions account for the factor $1/2n$. Each bubble carries a flavour sum $N$ and each line a factor $1/N$, so every ring is of order $N^0$.

The next terms in the action do not change this order. Typical fields have $x\sim N^{-1/2}$. A quartic term $Nx^4$ and the square of a cubic term $Nx^3$ are therefore both of order $1/N$, and a single cubic term averages to zero.

## The first ring is not correlation

For $n=1$ the frequency sum returns the equal-time correlation, $\beta^{-1}\sum_m\Pi(i\nu_m)=\Pi(\tau=0)$. With $\rho_{ij}=\sum_af_au_{ia}u_{ja}$ and the completeness relation $\sum_bu_{ib}u_{jb}=\delta_{ij}$,

$$\Pi_{ij}(0^+)=\sum_{ab}u_{ia}u_{ib}u_{ja}u_{jb}f_a(1-f_b)=\delta_{ij}\bar n_i-\rho_{ij}^2,$$

$$\Omega_1=\frac12\sum_iV_{ii}\bar n_i-\frac12\sum_{ij}V_{ij}\rho_{ij}^2.$$

Now restore the one-body term $-V_{ii}/2N$. Because $\partial\omega_0/\partial h_{ii}=\bar n_i$, it changes the grand potential of $N$ flavours by $-\frac12\sum_iV_{ii}\bar n_i$ to this order. Its coupling to $x$ is linear and not multiplied by $N$, so it first contributes at order $1/N$. The self-interaction cancels, and Fock exchange remains:

$$\Omega=N\omega_H+\Omega_x+\Omega_c+O(1/N),\qquad \Omega_x=-\frac12\sum_{ij}V_{ij}\rho_{ij}^2,$$

$$\Omega_c=\frac1{2\beta}\sum_m\mathrm{tr}\{\ln[1+V\Pi(i\nu_m)]-V\Pi(i\nu_m)\}.$$

Since $\ln(1+y)\le y$ for $y\ge0$, the RPA correlation term $\Omega_c$ cannot be positive. Exchange is evaluated with Hartree orbitals; it does not enter their equation at this order.

## Screening in the same kernel

Change the external potential by a small static amount $dh$. The Hartree density changes because of both $dh$ and the induced potential $V\,d\bar n$:

$$d\bar n=-\Pi(0)(dh+V\,d\bar n)\quad\Longrightarrow\quad d\bar n=-[1+\Pi(0)V]^{-1}\Pi(0)\,dh,$$

where $\Pi(0)$ is the zero-frequency bubble. The inverse expresses screening: since $d\bar n\,V\,d\bar n>0$ for any nonzero $d\bar n$, the potential of the displaced charge opposes the displacement. The auxiliary field shows the same effect. Its Gaussian covariance at each frequency is proportional to $(V^{-1}+\Pi)^{-1}=V(1+\Pi V)^{-1}$, the screened interaction.

## A two-site example

Take $\beta=10$ hartree$^{-1}$ and, in hartree, $h_{11}=-0.40$, $h_{22}=-0.20$, $h_{12}=-0.10$, $V_{11}=0.40$, $V_{22}=0.30$, $V_{12}=0.20$. These are round model parameters and represent no particular material.

**Hartree.** The self-consistent densities per flavour are $0.6421$ and $0.3922$. They give the potentials

$$w_1=0.40(0.6421)+0.20(0.3922)=0.3353,\qquad w_2=0.20(0.6421)+0.30(0.3922)=0.2461$$

in hartree. The orbital energies are $-0.1237$ and $0.1050$ hartree, with gap $D=0.2286$ hartree and occupations $0.7750$ and $0.2593$. The grand potential per flavour is $\omega_H=-0.1792-0.1559=-0.3350$ hartree, with the sum taken before rounding.

**Exchange.** With $\rho_{12}=0.2256$,

$$\Omega_x=-\tfrac12[0.40(0.6421)^2+0.30(0.3922)^2+2(0.20)(0.2256)^2]=-0.1157\ \text{hartree}.$$

The first ring is $0.1872-0.1157=0.0715$ hartree. Calling all of it correlation would even give the wrong sign.

**Collective frequency.** Let $p_i=u_{i1}u_{i2}$. Orthogonality gives $p_2=-p_1$. At nonzero frequency only transitions between the two orbitals contribute, and the two orders of $a,b$ give a factor 2:

$$\Pi(i\nu)=\frac{2D(f_1-f_2)}{D^2+\nu^2}\,pp^T,\qquad \det(1+V\Pi)=\frac{\nu^2+\Omega_p^2}{\nu^2+D^2},$$

$$\Omega_p^2=D^2+2D(f_1-f_2)\,p^TVp.$$

For a normalized real $2\times2$ orbital matrix, $p_1^2=(u_{11}u_{21})^2$, while $\rho_{12}=u_{11}u_{21}(f_1-f_2)$. Therefore $p_1^2=(0.22555/0.51571)^2=0.1913$ and $p^TVp=0.1913(0.40+0.30-0.40)=0.0574$ hartree. This gives $\Omega_p=0.2565$ hartree. The induced potential raises the charge-transfer frequency above the Hartree gap $D$. That gap itself depends on $V$: without interaction it is $\sqrt{0.20^2+4(0.10)^2}=0.2828$ hartree, larger than $\Omega_p$.

**Rings.** The eigenvalues of $V\Pi(0)$ are $0.311$ and $1.016$. Their contribution to the correlation is

$$\frac1{20}[\ln(1.311)+\ln(2.016)-0.311-1.016]\approx-0.01775\ \text{hartree}.$$

The full sum is $\Omega_c=-0.01780$ hartree, or $-0.484$ eV. The zero-frequency term thus supplies nearly all of it at this temperature; at the first nonzero frequency the largest eigenvalue is already only $0.030$.

Because $1.016$ exceeds one, the ring series itself diverges here. Its terms of order two, three and four are $-0.0283$, $+0.0180$ and $-0.0134$ hartree. The logarithm remains finite and supplies the resummed value.

**Comparison with exact diagonalization.** The grand potentials, in hartree, are:

| $N$ | exact | Hartree | + exchange | + rings |
|---|---|---|---|---|
| 2 | −0.8171 | −0.6701 | −0.7858 | −0.8036 |
| 8 | −2.8171 | −2.6803 | −2.7960 | −2.8138 |
| 64 | −21.5765 | −21.4426 | −21.5583 | −21.5761 |

The exact value minus the last column, multiplied by $N$, changes only from $-0.0270$ at $N=2$ to $-0.0256$ hartree at $N=64$, as a $1/N$ error should. The exact remainder beyond Hartree, extrapolated to infinite $N$, is $-0.1335$ hartree, in agreement with $\Omega_x+\Omega_c$. The numerical check checks this limit and the main steps leading to it.

For two spin flavours the Gaussian result is $-21.87$ eV and the exact one $-22.23$ eV. The difference, $0.0135$ hartree, is about three quarters of the size of $\Omega_c$ itself. Rings improve on Hartree plus exchange evaluated with Hartree orbitals, but at $N=2$ the expansion parameter is not small. Letting exchange relax the orbitals, an effect of order $1/N$, matters as much: self-consistent Hartree-Fock gives $-0.8076$ hartree, closer to the exact value than the ring result, and leaves a correlation of only $-0.0095$ hartree, about half of $\Omega_c$.

## Where the argument stops

Positive definite $V$ was used for the real Gaussian field, for the uniqueness of the saddle and for the sign of the determinant. If $V$ has a negative eigenvalue, that field component needs a different contour, and $1+V\Pi(0)$ may acquire a zero eigenvalue. The static response then diverges and the Gaussian expansion fails.

The field also couples equally to all flavours. Its saddle therefore cannot describe a state in which the flavours have different densities, such as a spin-polarized mean field. That requires a field in another channel.

## Numbers as computed

```
inverse temperature beta = 10.0 1/hartree
h11, h22, h12 = -0.40, -0.20, -0.10 hartree
V11, V22, V12 = 0.40, 0.30, 0.20 hartree
Hartree density per flavour = 0.642073, 0.392157
Hartree potential = 0.335261, 0.246062 hartree
orbital energies = -0.123659, 0.104982 hartree
occupations = 0.774971, 0.259260
density matrix element rho12 = 0.225554
omega_0 in Hartree field = -0.179163 hartree
double-counting term = -0.155878 hartree
omega_H per flavour = -0.335041 hartree
Pi(0) 11, 22, 12 = 1.95137, 2.03692, -0.16197 1/hartree
eigenvalues of V Pi(0) = 0.31094, 1.01590
largest eigenvalue of V Pi(nu_1) = 0.03027
Hartree gap D = 0.228641 hartree
collective frequency = 0.256535 hartree
first ring, total = 0.071544 hartree
self-interaction part of first ring = 0.187238 hartree
exchange Omega_x = -0.115695 hartree
ring of order 2 = -0.028269 hartree
ring of order 3 = 0.017976 hartree
ring of order 4 = -0.013431 hartree
RPA correlation Omega_c = -0.017801 hartree = -0.4844 eV
Omega_x + Omega_c = -0.133496 hartree
exact remainder extrapolated to infinite N = -0.133496 hartree
largest |det[x]|/det[0] in 300 random fields = 0.9991
two-slice trace, field quadrature = 156.93078217
two-slice trace, Fock space = 156.93078217
N, exact Omega, Hartree, +exchange, +rings, N*error (hartree)
  2 -0.817094 -0.670083 -0.785777 -0.803578 -0.027031
  4 -1.480236 -1.340166 -1.455860 -1.473661 -0.026301
  8 -2.817065 -2.680331 -2.796026 -2.813827 -0.025904
 16 -5.495764 -5.360662 -5.476357 -5.494158 -0.025706
 32 -10.855620 -10.721324 -10.837019 -10.854820 -0.025608
 64 -21.576543 -21.442649 -21.558343 -21.576144 -0.025559
exact Omega for N = 2: -22.2343 eV
Gaussian result for N = 2: -21.8665 eV
```
